# Coulomb repulsion of two electrons in a Dirac 1s orbital

Two electrons occupy the $1s_{1/2}$ orbital of a point nucleus of charge $Z$. Hartree atomic units are used, so the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant. Assume $0<Z\alpha<1$ and define

$$\gamma=\sqrt{1-(Z\alpha)^2},\qquad 0<\gamma<1 .$$

The orbital is that of one electron in the bare nuclear field. It has the four-component form

$$\psi_m(\mathbf r)=\frac1r\begin{pmatrix}P(r)\,\Omega_{\kappa m}(\hat{\mathbf r})\\ iQ(r)\,\Omega_{-\kappa m}(\hat{\mathbf r})\end{pmatrix},\qquad \kappa=-1,\quad m=\pm\tfrac12 ,$$

where $\Omega_{\kappa m}$ are normalized two-component spin-angular functions. Those with $\kappa=-1$ have $l=0$, those with $\kappa=+1$ have $l=1$, and both have $j=\tfrac12$. With $W$ the energy including the rest energy $c^2$, the real radial functions satisfy

$$P'=-\frac{\kappa}{r}P+\frac{1}{c}\Big(W+c^2+\frac Zr\Big)Q,\qquad Q'=\frac{\kappa}{r}Q-\frac1c\Big(W-c^2+\frac Zr\Big)P .$$

The radial density is $D(r)=P^2+Q^2$, with $\int_0^\infty D\,dr=1$. The Slater integral of order zero is

$$F^0(1s,1s)=\int_0^\infty\!\!\int_0^\infty\frac{D(r)\,D(s)}{\max(r,s)}\,dr\,ds ,$$

written $F^0$ below. The electrons interact through the instantaneous Coulomb repulsion $1/r_{12}$.

## Part (a): the orbital

**Question.** Find the bound solution in which $P$ and $Q$ are both proportional to $r^{p}e^{-\lambda r}$ with $p>0$. Give $W$, the normalized density $D$, and the mean values of $1/r$ and $r$.

**Model answer.** Put $P=A\,r^pe^{-\lambda r}$ and $Q=B\,r^pe^{-\lambda r}$. Differentiation multiplies each function by $p/r-\lambda$. With $\kappa=-1$, divide both radial equations by $r^pe^{-\lambda r}$. The terms in $1/r$ and the constant terms must balance separately:

$$(p-1)A=Z\alpha B,\qquad (p+1)B=-Z\alpha A,$$

$$-\lambda A=\frac{W+c^2}{c}B,\qquad \lambda B=\frac{W-c^2}{c}A .$$

Neither $A$ nor $B$ can vanish, since the first pair would then make both zero. Multiplying the first pair together and cancelling $AB$ gives $p^2-1=-(Z\alpha)^2$, so $p=\gamma$ is the positive root. The first equation then fixes the ratio

$$b=\frac BA=-\frac{1-\gamma}{Z\alpha}=-\sqrt{\frac{1-\gamma}{1+\gamma}},$$

because $(Z\alpha)^2=(1-\gamma)(1+\gamma)$. Eliminating $\lambda$ from the second pair gives $-(W+c^2)b^2=W-c^2$, hence

$$W=c^2\,\frac{1-b^2}{1+b^2}=\gamma c^2,\qquad \lambda=-\frac{W+c^2}{c}\,b=c\,\frac{(1+\gamma)(1-\gamma)}{Z\alpha}=cZ\alpha=Z .$$

The solution is therefore

$$P=N\sqrt{1+\gamma}\;r^\gamma e^{-Zr},\qquad Q=-N\sqrt{1-\gamma}\;r^\gamma e^{-Zr}.$$

In $P^2+Q^2$ the weights add to $(1+\gamma)+(1-\gamma)=2$, so $D=2N^2r^{2\gamma}e^{-2Zr}$. From $\int_0^\infty r^{a-1}e^{-2Zr}dr=\Gamma(a)/(2Z)^a$ with $a=2\gamma+1$, normalization gives

$$D(r)=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr}.$$

The same integral with $a=2\gamma$ and $a=2\gamma+2$ gives

$$\Big\langle\frac1r\Big\rangle=2Z\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac Z\gamma,\qquad \langle r\rangle=\frac{1}{2Z}\,\frac{\Gamma(2\gamma+2)}{\Gamma(2\gamma+1)}=\frac{2\gamma+1}{2Z}.$$

The condition $p>0$ matters for strong fields. When $\gamma<\tfrac12$, a density behaving as $r^{-2\gamma}$ is also integrable at the origin, so normalizability alone would not select $p=+\gamma$.

## Part (b): the angular part of the repulsion

**Question.** Show that the two electrons form a state of total angular momentum $J=0$, and that the expectation value of $1/r_{12}$ in it equals $F^0$, with no exchange contribution.

**Model answer.** With one radial orbital and two values of $m$, the Pauli principle permits one determinant, in which $m=+\tfrac12$ and $m=-\tfrac12$ are both filled. Its total projection is $M=0$. A state with $J=1$ would need partners with $M=\pm1$, which do not exist here, so $J=0$.

For this determinant the expectation value is direct minus exchange:

$$\Big\langle\frac1{r_{12}}\Big\rangle=\iint\frac{\rho_{++}(1)\rho_{--}(2)-\rho_{+-}(1)\rho_{-+}(2)}{r_{12}}\,d^3r_1\,d^3r_2,\qquad \rho_{mm'}=\psi_m^\dagger\psi_{m'} .$$

For $\kappa=-1$, $\Omega_{-1,m}=\chi_m/\sqrt{4\pi}$, where $\chi_m$ is a unit spinor. Hence $\Omega_{-1,m}^\dagger\Omega_{-1,m'}=\delta_{mm'}/(4\pi)$.

For $\kappa=+1$, consider $\boldsymbol\sigma\cdot\hat{\mathbf r}\;\Omega_{-1,m}$. The operator is a scalar under joint rotations of space and spin, so it preserves $j$ and $m$. It is odd under inversion, so it turns $l=0$ into an odd $l$, and for $j=\tfrac12$ that means $l=1$. Thus $\boldsymbol\sigma\cdot\hat{\mathbf r}\;\Omega_{-1,m}$ is $\Omega_{+1,m}$ up to a phase that is the same for both $m$. Since $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is Hermitian with square one, it leaves inner products unchanged at every direction:

$$\Omega_{+1,m}^\dagger\Omega_{+1,m'}=\Omega_{-1,m}^\dagger(\boldsymbol\sigma\cdot\hat{\mathbf r})^2\,\Omega_{-1,m'}=\frac{\delta_{mm'}}{4\pi}.$$

In $\psi_m^\dagger\psi_{m'}$ upper components multiply upper ones and lower multiply lower, and the factors $i$ give $(-i)(i)=1$. Therefore

$$\rho_{mm'}(\mathbf r)=\delta_{mm'}\frac{D(r)}{4\pi r^2}.$$

The exchange density $\rho_{+-}$ vanishes at every point, and the two direct densities are equal and spherical. What remains is the average of $1/r_{12}$ over the angle between the two position vectors. With $\mu$ the cosine of that angle,

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)} .$$

The last step holds because the numerator is twice the smaller radius. The volume elements cancel the factors $1/(4\pi r^2)$ and $1/(4\pi s^2)$, which leaves $F^0$.

## Part (c): reduction to one integral

**Question.** Show that

$$F^0=\frac{4Z\,\Gamma(4\gamma+1)}{\Gamma(2\gamma+1)^2}\,I,\qquad I=\int_0^1\frac{t^{2\gamma}}{(1+t)^{4\gamma+1}}\,dt .$$

**Model answer.** The integrand of $F^0$ is symmetric in $r$ and $s$, so the regions $s<r$ and $s>r$ contribute equally. Take twice the first, where $\max(r,s)=r$, and substitute $s=tr$, $ds=r\,dt$:

$$F^0=2\int_0^\infty\frac{D(r)}{r}\int_0^rD(s)\,ds\,dr
=\frac{2(2Z)^{4\gamma+2}}{\Gamma(2\gamma+1)^2}\int_0^1t^{2\gamma}\int_0^\infty r^{4\gamma}e^{-2Z(1+t)r}\,dr\,dt .$$

The power of $r$ is $2\gamma-1$ from $D(r)/r$, $2\gamma$ from $D(tr)$ and $1$ from $ds$, in total $4\gamma$. The integrand is positive, so the order of integration may be exchanged. The radial integral is $\Gamma(4\gamma+1)/[2Z(1+t)]^{4\gamma+1}$. One factor $2Z$ survives, and with the leading 2 it gives the prefactor $4Z$.

## Part (d): the closed form

**Question.** By comparing $I$ with

$$K=\int_0^1\frac{t^{2\gamma-1}}{(1+t)^{4\gamma+1}}\,dt ,$$

show that

$$F^0(1s,1s)=\frac Z\gamma\left[1-\frac{\Gamma(4\gamma+1)}{2^{4\gamma}\,\Gamma(2\gamma+1)^2}\right].$$

**Model answer.** The sum and the difference of $I$ and $K$ can both be found in closed form.

*The sum.* In $K$ put $t=1/u$, so $dt=-du/u^2$ and the range becomes $1<u<\infty$. Since $(1+1/u)^{-4\gamma-1}=u^{4\gamma+1}(1+u)^{-4\gamma-1}$, the power of $u$ is $-(2\gamma-1)+(4\gamma+1)-2=2\gamma$. Thus $K$ is the integral of the integrand of $I$ from 1 to infinity, and

$$I+K=\int_0^\infty\frac{t^{2\gamma}}{(1+t)^{4\gamma+1}}\,dt .$$

To evaluate it, write a product of gamma functions as a double integral and substitute $y=tx$:

$$\Gamma(a)\Gamma(b)=\int_0^\infty\!\!\int_0^\infty y^{a-1}x^{b-1}e^{-x-y}\,dx\,dy=\Gamma(a+b)\int_0^\infty\frac{t^{a-1}}{(1+t)^{a+b}}\,dt .$$

With $a=2\gamma+1$, $b=2\gamma$ and $\Gamma(2\gamma)=\Gamma(2\gamma+1)/(2\gamma)$,

$$I+K=\frac{\Gamma(2\gamma+1)^2}{2\gamma\,\Gamma(4\gamma+1)} .$$

*The difference.* Differentiate

$$\frac{d}{dt}\,\frac{t^{2\gamma}}{(1+t)^{4\gamma}}=\frac{2\gamma\,t^{2\gamma-1}\,[(1+t)-2t]}{(1+t)^{4\gamma+1}}=2\gamma\,\frac{t^{2\gamma-1}-t^{2\gamma}}{(1+t)^{4\gamma+1}} .$$

Integrate from 0 to 1. The function on the left is zero at $t=0$, because $\gamma>0$, and $2^{-4\gamma}$ at $t=1$. Therefore

$$K-I=\frac{2^{-4\gamma}}{2\gamma} .$$

Half the sum minus half the difference is

$$I=\frac1{4\gamma}\left[\frac{\Gamma(2\gamma+1)^2}{\Gamma(4\gamma+1)}-2^{-4\gamma}\right].$$

Inserting this in part (c), the factor $4Z/(4\gamma)$ becomes $Z/\gamma$. The first term in the bracket becomes 1, and the second becomes

$$R(\gamma)=\frac{\Gamma(4\gamma+1)}{2^{4\gamma}\,\Gamma(2\gamma+1)^2},$$

so that $F^0=(Z/\gamma)[1-R(\gamma)]$, as required.

Because $\langle1/r\rangle=Z/\gamma$, the bracket is the ratio $F^0/\langle1/r\rangle$. If one electron were concentrated at the nucleus, its repulsion with the other would be $\langle1/r\rangle$. The subtraction $R$ is the fractional reduction caused by its actual spread.

## Part (e): weak and strong fields

**Question.** Recover the nonrelativistic value of $F^0$ at $\gamma=1$ and find the first relativistic correction. Then find the limit of $F^0/Z$ as $\gamma\to0$, and explain why it differs in character from that of $\langle1/r\rangle/Z$.

**Model answer.** The nonrelativistic limit is $c\to\infty$ at fixed $Z$, which sends $\gamma$ to 1. There

$$R(1)=\frac{\Gamma(5)}{2^4\,\Gamma(3)^2}=\frac{24}{16\cdot4}=\frac38,\qquad F^0=Z\Big(1-\frac38\Big)=\frac{5Z}{8}.$$

For the correction, let $\psi(x)=\Gamma'(x)/\Gamma(x)$ denote the digamma function. The logarithmic derivative of $R$ is

$$\frac{R'}{R}=4\psi(4\gamma+1)-4\ln2-4\psi(2\gamma+1).$$

From $\psi(x+1)=\psi(x)+1/x$ one has $\psi(5)-\psi(3)=\tfrac14+\tfrac13=\tfrac7{12}$, so

$$R'(1)=\frac38\Big(\frac73-4\ln2\Big)=\frac78-\frac32\ln2 .$$

The slope of $F^0/Z$ at $\gamma=1$ follows by the product rule:

$$\frac{d}{d\gamma}\frac{1-R}{\gamma}\Big|_{\gamma=1}=-[1-R(1)]-R'(1)=-\frac58-\frac78+\frac32\ln2=-\frac32(1-\ln2).$$

Since $\gamma-1=-\tfrac12(Z\alpha)^2+O((Z\alpha)^4)$,

$$\frac{F^0}{Z}=\frac58+\frac34(1-\ln2)(Z\alpha)^2+O\big((Z\alpha)^4\big).$$

The coefficient is 0.23014, and the correction is positive.

At the other end, $R(0)=1$, and the two digamma functions cancel at $\gamma=0$, leaving $R'(0)=-4\ln2$. Therefore $1-R=4\gamma\ln2+O(\gamma^2)$ and

$$\lim_{\gamma\to0}\frac{F^0}{Z}=4\ln2\approx2.7726 ,$$

whereas $\langle1/r\rangle/Z=1/\gamma$ diverges. The limiting density $2Ze^{-2Zr}$ does not vanish at the origin, so $\int D/r\,dr$ diverges logarithmically. In $F^0$, by the reduction in part (c), the same integrand is multiplied by twice the charge inside $r$. That charge is proportional to $r$ near the origin, which removes the divergence. In other words, $1/\max(r,s)$ is large only when both electrons are close to the nucleus.

The formula stops at $Z\alpha=1$, where $\gamma$ ceases to be real and positive. It also assumes a point nucleus. A nucleus of finite size changes the potential near the origin, and the orbital of part (a) is then no longer a solution.

## Part (f): the sign of the relativistic shift

**Question.** Without using the closed form, prove that $F^0>5Z/8$ for every $\gamma$ between 0 and 1.

**Model answer.** Let $q_\gamma(r)=\int_0^rD_\gamma(s)\,ds$ be the fraction of one electron's charge inside radius $r$, with $\gamma=1$ labelling the nonrelativistic case. At fixed $Z$ both densities have the same exponential, so

$$\frac{D_\gamma(r)}{D_1(r)}=\text{constant}\times r^{2\gamma-2},$$

which falls steadily from infinity to zero. It passes through 1 at one radius $r_0$. The difference $q_\gamma-q_1$ starts at zero, rises up to $r_0$, and then falls back to zero at infinity, where both charges are 1. It is therefore positive at every finite $r>0$: the relativistic orbital is contracted, and each sphere encloses more of its charge.

Next express $F^0$ through $q_\gamma$. Write $1/\max(r,s)=\int_{\max(r,s)}^\infty dx/x^2$ and exchange the order of the positive integrals. For a given $x$, both $r$ and $s$ must be smaller than $x$, so

$$F^0=\int_0^\infty\frac{q_\gamma(x)^2}{x^2}\,dx .$$

Since $q_\gamma>q_1\ge0$ at every $x>0$, this exceeds its value at $\gamma=1$, which is $5Z/8$. The contraction thus accounts for the sign of the shift.

## Part (g): two 1s electrons at a rhodium nucleus

**Question.** For $Z=45$, evaluate $F^0$ and its shift from the nonrelativistic value. Assess the expansion of part (e). Then find what happens if $Q^2$ is omitted from the density without renormalizing $P$. State what the model leaves out.

**Model answer.** The field strength is $Z\alpha=0.328381$, so $\gamma=\sqrt{1-0.328381^2}=0.944545$. The ingredients of the closed form are

$$\Gamma(4\gamma+1)=17.2792,\qquad \Gamma(2\gamma+1)=1.80989,\qquad 2^{4\gamma}=13.7197,$$

$$R=\frac{17.2792}{13.7197\times1.80989^2}=0.38448,\qquad \Big\langle\frac1r\Big\rangle=\frac{45}{0.944545}=47.642\ \text{bohr}^{-1}.$$

Hence

$$F^0=47.642\times(1-0.38448)=29.325\ \text{hartree}\quad(798.0\ \text{eV}).$$

The nonrelativistic value is $5\times45/8=28.125$ hartree. The shift is $+1.200$ hartree (32.6 eV), or 4.27% of the nonrelativistic value. The mean radius falls from 0.03333 to 0.03210 bohr.

The mean of $1/r$ rises by 5.87%, more than $F^0$ does. The difference lies in the bracket, which drops from 0.625 to 0.6155: $1.05871\times0.61552/0.625=1.0427$.

The two-term expansion gives

$$45\,(0.625+0.23014\times0.328381^2)=29.242\ \text{hartree}.$$

It is too low by 0.083 hartree. That is 0.28% of $F^0$, but about 7% of the relativistic shift.

For the last calculation, part (a) gives $P^2=\tfrac12(1+\gamma)D$ and $Q^2=\tfrac12(1-\gamma)D$. The small component carries a fraction 0.0277 of the norm. Omitting it scales both densities in $F^0$, so

$$F^0\;\to\;\Big(\frac{1+\gamma}2\Big)^2F^0=0.97227^2\times29.325=27.721\ \text{hartree},$$

a change of $-5.47\%$ relative to the full $F^0$. The result lies below 28.125 hartree, so this omission reverses the sign of the relativistic shift. If $P$ were renormalized, the density would again be $D$ and $F^0$ would be unchanged, because the two components have the same radial shape.

These numbers are the first-order Coulomb repulsion in unrelaxed orbitals of the bare nucleus. They leave out the response of the orbitals to the repulsion, electron correlation, the Breit interaction, radiative corrections and the finite size of the nucleus. The Breit interaction is not small beside the shift. Its magnetic (Gaunt) part enters at the same order, with leading term $Z(Z\alpha)^2/4$. In these orbitals it adds about $+1.25$ hartree at $Z=45$, slightly more than the Coulomb shift of 1.200 hartree. That shift is therefore only about half of the first-order relativistic change in the electron-electron energy. A uniformly charged nucleus of root-mean-square radius 4.5 fm lowers $F^0$ by about 0.001 hartree, to 29.323. The digits describe this model and are not a prediction of that accuracy for the ion. The numerical check compares the closed form with direct integration of the defining double integral, for this charge and for weaker and stronger fields.

## Table of computed values

```
Test charges: F0 in hartree
  Z =   1  gamma = 0.999973  quadrature = 0.625012  formula = 0.625012
  Z =  45  gamma = 0.944545  quadrature = 29.324597  formula = 29.324597
  Z =  80  gamma = 0.811906  quadrature = 58.095562  formula = 58.095562
  Z = 120  gamma = 0.482888  quadrature = 122.577137  formula = 122.577137
Weak-field coefficient of (Z alpha)^2 in F0/Z = 0.230140 hartree
Strong-field limit of F0/Z, numerical = 2.772589 hartree
Rhodium nucleus, two 1s electrons
  Z = 45 (dimensionless)
  alpha = 0.0072973526 (dimensionless)
  Z alpha = 0.328381 (dimensionless)
  gamma = 0.944545 (dimensionless)
  Gamma(4 gamma + 1) = 17.279228 (dimensionless)
  Gamma(2 gamma + 1) = 1.809891 (dimensionless)
  2^(4 gamma) = 13.719743 (dimensionless)
  R(gamma) = 0.384480 (dimensionless)
  bracket 1 - R = 0.615520 (dimensionless)
  mean 1/r = Z/gamma = 47.641966 1/bohr
  mean 1/r, nonrelativistic = 45.000000 1/bohr
  mean r = 0.032101 bohr
  mean r, nonrelativistic = 0.033333 bohr
  F0 = 29.324597 hartree
  F0 = 797.963 eV
  5Z/8 = 28.125000 hartree
  F0 - 5Z/8 = 1.199597 hartree
  F0 - 5Z/8 = 32.643 eV
  relative rise of F0 = 4.265 percent
  relative rise of mean 1/r = 5.871 percent
  two-term expansion of F0 = 29.241759 hartree
  F0 minus two-term expansion = 0.082838 hartree
  small-component norm (1 - gamma)/2 = 0.027727 (dimensionless)
  F0 with Q dropped, not renormalized = 27.720958 hartree
  change from dropping Q = -5.469 percent
```
